# Does tunnel conductance measure the electrodes' density of states?

## Question

Fermi's golden rule seems to say that the conductance of a tunnel junction is proportional to the product of the densities of states of its two electrodes. Superconducting tunnel spectra look like direct confirmation: they show a gap and a peak at its edge.

But for motion along one direction, a high density of states means a low velocity, so an electron should strike the barrier less often. Does the density of states really appear in the conductance of an ordinary planar junction? If it does not, why does it appear for a superconductor? And what does a scanning tunnelling microscope measure?

## Answer

The golden rule is right, but its matrix element also depends on the electrode. We need to work out both factors before deciding what the conductance follows.

### The conductance without a golden rule

Take a planar junction of area \(A\) with independent electrons of one mass \(m\). The wavevector \(\mathbf k_\parallel\) along the interface is conserved, so each \(\mathbf k_\parallel\) is a one-dimensional channel. Per unit length and per spin, \(dk/2\pi\) states travel towards the barrier with velocity \(v=dE/(\hbar\,dk)\). Their incident rate is

\[
v\,\frac{dk}{2\pi}=\frac{dE}{2\pi\hbar}=\frac{dE}{h}.
\]

The velocity has cancelled the one-dimensional density of states. At zero temperature and small voltage \(V\), an energy window \(eV\) contributes. With two spins and transmission probability \(\mathcal T\),

\[
\frac GA=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,\mathcal T(\mathbf k_\parallel).
\]

This does not settle the matter, because \(\mathcal T\) could itself contain the density of states. The golden rule lets us check.

### What is inside the matrix element

Let each electrode have length \(L\). Its standing waves are spaced by \(\Delta k=\pi/L\), hence by \(\Delta E=\pi\hbar v/L\), for large \(L\). With \(c=\hbar^2/2m\) we have \(\hbar v=2ck\), so the level density per spin and channel is

\[
\rho=\frac{L}{\pi\hbar v}=\frac{L}{2\pi ck}.
\]

A left state decays at the rate \((2\pi/\hbar)|M|^2\rho_R\), and \(\rho_L eV\) left states contribute. The current per spin is therefore \(e(2\pi/\hbar)|M|^2\rho_L\rho_R\,eV\). Equating it to \((e^2/h)\mathcal TV\) gives

\[
\mathcal T=4\pi^2|M|^2\rho_L\rho_R .
\]

To find \(M\), choose a plane \(z_0\) inside the barrier. Let \(\psi_L\) satisfy the true Schrödinger equation to the left of \(z_0\) and simply decay beyond it. Let \(\psi_R\) do the same with the sides exchanged. Both are real and have energy \(E\). Since \((H-E)\psi_L=0\) for \(z<z_0\), the leading transfer amplitude is

\[
M=\int_{z_0}^{\infty}\psi_R(H-E)\psi_L\,dz .
\]

On this side \((H-E)\psi_R=0\), so we may subtract \(\psi_L(H-E)\psi_R\). The potential terms cancel, and what is left is a total derivative:

\[
\begin{aligned}
M&=-c\int_{z_0}^{\infty}(\psi_R\psi_L''-\psi_L\psi_R'')\,dz\\
&=c\,(\psi_R\psi_L'-\psi_L\psi_R')_{z_0}.
\end{aligned}
\]

The upper limit vanishes: \(\psi_L\) has decayed there and \(\psi_R\) is zero at its far wall. The overall sign of \(M\) depends on the signs chosen for the states and does not affect \(|M|^2\).

Now let the potential vary slowly on the scale of the wavelength. Near a turning point it is approximately linear and the solution is an Airy function. For large \(s\),

\[
\mathrm{Ai}(s)\simeq\frac{e^{-2s^{3/2}/3}}{2\sqrt\pi\,s^{1/4}},\qquad
\mathrm{Ai}(-s)\simeq\frac{\sin(2s^{3/2}/3+\pi/4)}{\sqrt\pi\,s^{1/4}} .
\]

The oscillating side has twice the prefactor of the decaying side. An allowed wave of amplitude \(2N/\sqrt k\) thus joins to a tail \((N/\sqrt\kappa)e^{-\int\kappa dz}\), where \(\kappa=\sqrt{(V(z)-E)/c}\) for the potential \(V(z)\) and the energy \(E\) of motion normal to the interface. A standing wave normalized in the length \(L\) has amplitude \(\sqrt{2/L}\). Therefore \(N=\sqrt{k/2L}\), and

\[
\psi_L(z_0)=\sqrt{\frac{k_L}{2L\kappa}}\,e^{-S_L},\qquad
\psi_R(z_0)=\sqrt{\frac{k_R}{2L\kappa}}\,e^{-S_R}.
\]

Here \(S_L\) and \(S_R\) are the integrals of \(\kappa\) from the two turning points to \(z_0\), and \(S=S_L+S_R\). To leading order \(\psi_L'=-\kappa\psi_L\) and \(\psi_R'=+\kappa\psi_R\), so

\[
|M|=2c\kappa\,\psi_L\psi_R=\frac cL\sqrt{k_Lk_R}\,e^{-S}.
\]

The squared matrix element is proportional to both velocities. Inserting it and the level densities gives

\[
\mathcal T=4\pi^2\,\frac{c^2k_Lk_R}{L^2}\,e^{-2S}\,
\frac{L^2}{4\pi^2c^2k_Lk_R}=e^{-2S}.
\]

This is Harrison's cancellation. It holds to leading order for an opaque, smooth, non-resonant barrier. It does not make the conductance independent of the electrodes, since changing a band can also change the barrier profile and hence \(S\).

### A numerical junction

Take identical electrodes whose band bottoms lie a depth \(U\) below the Fermi level. With energies measured from the Fermi level, the potential is

\[
V(z)=\Phi-(\Phi+U)\,[f(z)+f(d-z)],\qquad f(z)=\frac1{1+e^{z/a}},
\]

with nominal height \(\Phi=4\) eV, edge width parameter \(a=2\) Å and edge separation \(d=20\) Å. The tails of the two edges overlap slightly, so the actual peak is 3.94 eV for \(U=0.5\) eV and 3.84 eV for \(U=8\) eV. The box length is 100 Å, and we use the level nearest the Fermi energy.

For \(U=0.5\) eV, \(\rho=11.56\) eV⁻¹ and \(|M|^2e^{2S}=2.332\times10^{-4}\) eV². Thus

\[
\mathcal Te^{2S}=4\pi^2(2.332\times10^{-4})(11.56)^2\approx1.23 .
\]

For \(U=8\) eV, the values are 3.099 eV⁻¹ and \(2.715\times10^{-3}\) eV², giving

\[
\mathcal Te^{2S}=4\pi^2(2.715\times10^{-3})(3.099)^2\approx1.03 .
\]

Going from the deep band to the shallow one multiplies \(\rho^2\) by 13.9 and \(|M|^2e^{2S}\) by 0.0859. Their product changes by a factor of only 1.20. The two separate factors depend on the box. The reflection phase at the barrier makes the effective lengths about 99 and 107 Å instead of 100 Å, so the formula \(L/2\pi ck\) alone would give 11.67 and 2.89 eV⁻¹. For a very long box the \(\rho^2\) ratio approaches about 16, while the product is unchanged. Direct integration of the Schrödinger equation confirms both transmissions.

The remaining departure from one is a correction to the slow-variation approximation. Its leading part in \(\ln\mathcal T\) should halve when all lengths double. To test this at \(U=0.5\) eV and zero energy, start from a barrier of half the size, with width parameter 1 Å and separation 10 Å. Doubling both lengths, which restores the barrier above, reduces \(\ln(\mathcal Te^{2S})\) from 0.387 to 0.207, close to half.

The full transmissions are very different: \(6.3\times10^{-20}\) for the shallow band and \(2.2\times10^{-13}\) for the deep one. The reason is that \(S\) falls from 22.2 to 14.6, because in this model the band depth also reshapes the barrier edges. The conductance does respond to the band, but not through a density-of-states prefactor.

### Sharp interfaces and the number of channels

At an abrupt edge the Airy matching does not apply. Let the electrode wave be \(\sqrt{2/L}\sin(kz+\delta)\) for \(z<0\), and let its tail be \(Be^{-\kappa z}\). Continuity of value and slope gives

\[
\sqrt{\frac2L}\sin\delta=B,\qquad
\sqrt{\frac2L}\cos\delta=-\frac{\kappa}{k}B .
\]

Squaring and adding,

\[
B^2=\frac2L\,\frac{k^2}{k^2+\kappa^2}.
\]

For a symmetric barrier of width \(d\), \(|M|=2c\kappa B^2e^{-\kappa d}\). Hence

\[
\begin{aligned}
\mathcal T&=4\pi^2\left(4c^2\kappa^2B^4e^{-2\kappa d}\right)
\frac{L^2}{4\pi^2c^2k^2}\\
&=\left(\frac{4k\kappa}{k^2+\kappa^2}\right)^2e^{-2\kappa d}.
\end{aligned}
\]

For \(k\ll\kappa\) the prefactor approaches \(16k^2/\kappa^2\). It rises with velocity, whereas \(\rho^2\) falls as \(1/k^2\). With a 4 eV barrier the prefactor is 1.58 at \(U=0.5\) eV and 3.56 at both 2 and 8 eV. The last two agree because the expression is unchanged when \(k/\kappa\) is replaced by its inverse. For \(k\gg\kappa\) the prefactor approaches \(16\kappa^2/k^2\), which does fall like \(\rho^2\). A sharp edge therefore leaves a matching factor that can either rise or fall with the density of states.

The Fermi surface also limits the available \(\mathbf k_\parallel\). To isolate this effect, use a uniform barrier with \(\mathcal T=e^{-2\kappa d}\). Motion along the interface takes energy from motion through it, so \(\kappa^2=\kappa_0^2+k_\parallel^2\), with \(\kappa_0\) the value at \(k_\parallel=0\), and \(k_\parallel dk_\parallel=\kappa d\kappa\). Let \(k_F=\sqrt{U/c}\) and \(\kappa_m^2=\kappa_0^2+k_F^2\). Then

\[
\begin{aligned}
\int\frac{d^2k_\parallel}{(2\pi)^2}\mathcal T
&=\frac1{2\pi}\int_{\kappa_0}^{\kappa_m}\kappa e^{-2\kappa d}\,d\kappa\\
&=F(\kappa_0)-F(\kappa_m),\\
F(\kappa)&=\frac1{2\pi}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)e^{-2\kappa d}.
\end{aligned}
\]

For \(d=10\) Å, the conductance per area is \(5.80\times10^{-8}\) S/µm² at \(U=0.5\) eV and \(8.34\times10^{-8}\) S/µm² at 8 eV, a ratio of 1.44. The three-dimensional density of states at fixed mass is proportional to \(k_F\), hence to \(\sqrt U\), and changes by a factor of 4, so the product for the two electrodes changes by 16. The small Fermi surface cuts off some channels, but the conductance does not follow that product here.

Within this uniform-barrier model there is a limit in which it appears to. If the Fermi surface is so small that \(\mathcal T\) hardly varies across it, the integral is proportional to the area \(\pi k_F^2\). For identical electrodes of fixed mass this scales like the product of the two densities of states, but what it counts is the number of channels.

Real edges change this limit. In a very small Fermi surface the wavelength normal to the interface is much longer than the width of the edge, so the slow-variation approximation eventually fails even for a smooth edge. For the numerical junction this needs a wavelength of several tens of \(a\): \(\mathcal Te^{2S}\) is still about 1 at \(U=0.03\) eV and drops to 0.6 at 0.008 eV, and the power laws below set in only for \(U\) of a few meV or less. The transmission then vanishes as \(k^2\), as it does for a sharp edge, although the coefficient depends on the shape of the edge. Since \(k^2=k_F^2-k_\parallel^2\), the integral scales as \(k_F^4\), the square of that product.

### What the microscope measures

Suppose a weakly coupled tip has an s-like apex orbital. In the Tersoff–Hamann approximation its matrix element is proportional to the sample wavefunction at the centre of the apex. The conductance then follows the sample's local density of states in vacuum. For one channel of the smooth surface, this is

\[
\rho|\psi(z)|^2=\frac{L}{2\pi ck}\,\frac{k}{2L\kappa}\,e^{-2S_z}
=\frac{e^{-2S_z}}{4\pi c\kappa},
\]

where \(S_z\) is the integral of \(\kappa\) from the turning point to the tip. The bulk factor \(1/k\) has cancelled here as well. At the middle of the numerical barrier, the calculated local density divided by this formula is 1.11, 1.07 and 1.01 for \(U=0.5\), 2 and 8 eV.

So the microscope can measure a local density of states without measuring the bulk one. The distinction matters when waves reflect inside the electrode near its surface. Their amplitude at the surface can then vary strongly with energy, and the vacuum density varies with it. The non-resonant formula above does not cover that case.

### Why a superconductor is different

Let \(\xi\) be the normal-state energy measured from the Fermi level, and \(\Delta\) a constant real gap. In mean-field theory the pair Hamiltonian is

\[
\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi\end{pmatrix},
\qquad E=\sqrt{\xi^2+\Delta^2}.
\]

Since \(dE/d\xi=\xi/E\), the group speed is \(v_F|\xi|/E\), while the density of levels is raised by \(E/|\xi|\). Their product is constant. If we put this group velocity into \(|M|^2\), we would predict a flat conductance above the gap.

That substitution is wrong. In the normal-electron calculation, the factor \(k\) in \(|M|^2\) came from matching an electron wave to its tail. Changing the band changed this wavevector and the group velocity together. Pairing separates them: near the gap edge the group velocity tends to zero, but the electron component keeps a wavevector close to its normal-state value at the Fermi level. This requires \(E\) and \(\Delta\) to be much smaller than the channel's kinetic energy of motion towards the barrier. Channels nearly parallel to the interface violate the condition, but they contribute little when the Fermi energy is much larger than \(E\) and \(\Delta\). The matrix element therefore keeps its normal-state value.

The tunnelling process adds an electron, not a complete quasiparticle. The positive-energy eigenvector has electron weight \(u^2\) and hole weight \(v^2\):

\[
u^2=\frac12\left(1+\frac\xi E\right),\qquad
v^2=\frac12\left(1-\frac\xi E\right).
\]

At a given \(E>\Delta\) there are two branches, \(\xi=\pm\sqrt{E^2-\Delta^2}\). Their electron weights are \(u^2\) and \(v^2\), which sum to one. With a normal counter-electrode, zero temperature and \(E=eV\), the opaque-barrier conductance relative to the normal state is

\[
\begin{aligned}
\frac{G_s}{G_n}&=\int d\xi\,u^2(\xi)\,
\delta\!\left(E-\sqrt{\xi^2+\Delta^2}\right)\\
&=\frac{E}{\sqrt{E^2-\Delta^2}}(u^2+v^2)
=\frac{E}{\sqrt{E^2-\Delta^2}} .
\end{aligned}
\]

Below the gap it is zero in this limit. A separate scattering calculation from the Bogoliubov–de Gennes equations, with a strong delta barrier, gives 2.400 at \(E=1.1\Delta\), as the formula does. At \(0.5\Delta\) it gives \(7\times10^{-5}\), a remnant of electron-to-hole reflection at finite barrier strength. Averaged from 1.1 to \(1.3\Delta\), the electron weight gives 1.862; inserting the quasiparticle velocity would give 1.000.

The Landauer picture is not contradicted. The incident flux from the normal side is unchanged, and the superconducting structure resides in the scattering probabilities.

### Which many-body structure survives?

Interactions alone do not guarantee a visible feature. Assume a wide, particle-hole symmetric band, a matrix element constant over the relevant energies, and a self-energy that depends on energy \(\omega\) but not on \(\xi\). Write the normal retarded Green's function as \(1/(Z\omega-\xi)\), where \(Z(\omega)\) is a renormalization function. With \(Z\omega=x+iy\) and \(y>0\), the electron spectral function integrates to

\[
\int_{-\infty}^{\infty}d\xi\,\frac1\pi\,\frac{y}{(x-\xi)^2+y^2}=1 .
\]

If \(Z\to1+\lambda\) at low energy, the quasiparticle energy is \(\xi/(1+\lambda)\). The level density rises by \(1+\lambda\), but each level has electron weight \(1/(1+\lambda)\). This mass enhancement cancels too.

With pairing, the inverse Green's function is

\[
\begin{pmatrix}Z\omega-\xi&-Z\Delta\\-Z\Delta&Z\omega+\xi\end{pmatrix},
\]

where \(\Delta(\omega)\) may now be complex. Inverting it gives the electron component

\[
G_{11}=\frac{Z\omega+\xi}{R^2-\xi^2},\qquad
R=Z\sqrt{\omega^2-\Delta^2},\quad \operatorname{Im}R>0 .
\]

The term odd in \(\xi\) integrates to zero over a symmetric range. For the other term, use

\[
\frac1{R^2-\xi^2}=\frac1{2R}\left(\frac1{R-\xi}+\frac1{R+\xi}\right).
\]

Each fraction in the bracket integrates to \(-i\pi\), so the whole integral is \(-i\pi/R\). The tunnelling density relative to the normal state is then

\[
-\frac1\pi\operatorname{Im}\left(Z\omega\,\frac{-i\pi}{R}\right)
=\operatorname{Re}\frac{\omega}{\sqrt{\omega^2-\Delta(\omega)^2}} .
\]

The explicit \(Z\) has cancelled, but the energy dependence of the gap function has not. As an illustration, take a model gap function with a damped boson resonance at 5 reference gaps; it is not a self-consistent solution of the Eliashberg equations. Its damping persists at low energy and makes it unphysical near and below the gap edge, so we use it only well above the gap. Relative to a constant gap, the density is 2.8% higher at 4 reference gaps and 5.5% lower at 5. In the normal state the same model has a mass factor of 2, yet its tunnelling density remains 1.

Over an energy range in which the barrier transmission and the number of open channels hardly change, a planar tunnel spectrum can therefore reveal pairing structure while hiding both the ordinary band density of states and this kind of normal-state mass enhancement. Near a band edge the number of open channels does change, and the spectrum can show it. The cancellation was derived for free electrons of one mass with conserved \(\mathbf k_\parallel\). In a crystal, Bragg reflection near a gap changes the wave amplitude at the surface by an amount that depends on the termination, so band structure can enter the transmission itself without following the bulk density of states. The numerical check tests these cancellations and the superconducting exceptions separately.

## Values computed for the example and the checks

```
hbar^2/2m = 3.8100 eV A^2; barrier height = 4.0 eV
Smooth barrier: a = 2.0 A, d = 20.0 A, box = 100 A
U = 0.5 eV: level E = -0.0122 eV, k = 0.3578 1/A
  rho = 11.564 1/eV; |M|^2 exp(2S) = 2.3323e-04 eV^2
  S = 22.2068; T golden rule = 6.3352e-20
  T wave = 6.3294e-20; T exp(2S) = 1.2302
  vacuum LDOS / WKB value = 1.1096
U = 2.0 eV: level E = 0.0605 eV, k = 0.7354 1/A
  rho = 5.825 1/eV; |M|^2 exp(2S) = 8.5400e-04 eV^2
  S = 18.7063; T golden rule = 6.4624e-17
  T wave = 6.4579e-17; T exp(2S) = 1.1433
  vacuum LDOS / WKB value = 1.0695
U = 8.0 eV: level E = -0.0138 eV, k = 1.4478 1/A
  rho = 3.099 1/eV; |M|^2 exp(2S) = 2.7150e-03 eV^2
  S = 14.5782; T golden rule = 2.2394e-13
  T wave = 2.2379e-13; T exp(2S) = 1.0287
  vacuum LDOS / WKB value = 1.0145
Ratios, U = 0.5 eV over U = 8 eV:
  rho^2: 13.925; |M|^2 exp(2S): 0.08591
  T exp(2S): 1.1959
ln[T exp(2S)], U = 0.5 eV, E = 0: a = 1 A: 0.3869
  a = 2 A: 0.2067; ratio = 0.5342
Sharp or uniform barrier: d = 10.0 A, kappa = 1.0246 1/A
  U = 0.5 eV: sharp T exp(2 kappa d) = 1.5802
  U = 2.0 eV: sharp T exp(2 kappa d) = 3.5556
  U = 8.0 eV: sharp T exp(2 kappa d) = 3.5556
2e^2/h = 7.7481e-05 S
  U = 0.5 eV: G/A = 5.7978e-08 S/um^2
    fraction of uncut channel integral = 0.6948
  U = 8.0 eV: G/A = 8.3443e-08 S/um^2
    fraction of uncut channel integral = 1.0000
Superconductor, barrier strength 100, Fermi energy 10000 Delta:
  E/Delta = 0.5: G_s/G_n = 0.00007, DOS = 0.00000
  E/Delta = 1.1: G_s/G_n = 2.40038, DOS = 2.40040
  E/Delta = 1.5: G_s/G_n = 1.34177, DOS = 1.34164
  E/Delta = 3.0: G_s/G_n = 1.06096, DOS = 1.06066
Mean in window E/Delta = 1.1 to 1.3:
  electron weight = 1.8620; BCS DOS = 1.8620
  with quasiparticle velocity inserted = 1.0000
Model boson: energy 5.0 Delta, damping 0.5 Delta
  coupling = 1.0; normal mass factor = 2.0000
  normal tunnelling DOS at 1 Delta = 1.00000
  E = 4.0 Delta: gap = 1.3959 + 0.3093i Delta
    DOS = 1.06199; over constant-gap DOS = 1.02826
  E = 5.0 Delta: gap = 0.7000 + 1.5000i Delta
    DOS = 0.96433; over constant-gap DOS = 0.94485
```
